# Deferred Charge and the Trailing Image of a CCD Register

Correcting a recorded CCD image for deferred charge requires two choices: the weights with which each packet is taken to have leaked into the packets behind it, and the formula by which the deferred fraction is extracted from a flat field. Both depend on how small losses accumulate over many transfers. In the example below, dividing the first overscan signal by the number of transfers and by the signal of the last image row gives a deferred fraction 9.4% too low, although only one part in ten thousand is deferred per transfer.

## The transfer rule

A row of wells is labelled $j=0,1,2,\dots$ in the direction of transport. One transfer means one complete pixel shift, however many gates take part in it. At each transfer a fraction $1-\varepsilon$ of the charge in every well moves to the next well. The fraction $\varepsilon$, with $0<\varepsilon<1$, stays and joins the packet that arrives from behind. The model assumes that

- $\varepsilon$ is the same for all wells and all transfers;
- $\varepsilon$ does not depend on the size of the packet, so the transport is linear;
- charge left behind joins the very next packet, and none is created or lost.

The fraction is a net one: charge that is held briefly but regains its own packet during the shift does not count as deferred.

Let $q_j(n)$ be the charge in well $j$ after $n$ transfers. After one more transfer the well holds what came from well $j-1$ and what stayed in place:

$$q_j(n+1)=(1-\varepsilon)\,q_{j-1}(n)+\varepsilon\,q_j(n). \tag{1}$$

A single packet $Q$ starts in well 0 and all other wells are empty, so $q_j(0)=Q$ for $j=0$ and zero otherwise. After $N$ transfers the leading packet is in well $N$. The packet at lag $k$, meaning $k$ places behind the leader, is in well $N-k$.

## The image in the register

Define the generating function

$$G_n(z)=\sum_j q_j(n)\,z^j . \tag{2}$$

Multiply (1) by $z^j$ and sum over $j$. Since $\sum_j q_{j-1}(n)z^j=z\sum_j q_{j-1}(n)z^{j-1}=zG_n(z)$, the result is

$$G_{n+1}(z)=\left[\varepsilon+(1-\varepsilon)z\right]G_n(z). \tag{3}$$

The initial condition is $G_0=Q$. Applying (3) $N$ times and expanding by the binomial theorem gives

$$G_N(z)=Q\left[\varepsilon+(1-\varepsilon)z\right]^N
=Q\sum_{j=0}^{N}\binom{N}{j}(1-\varepsilon)^j\varepsilon^{N-j}z^j . \tag{4}$$

The charge at lag $k$ is the coefficient of $z^{N-k}$. With $\binom{N}{N-k}=\binom{N}{k}$ it is

$$B_k=Q\binom{N}{k}(1-\varepsilon)^{N-k}\varepsilon^k,\qquad k=0,\dots,N. \tag{5}$$

This is the binomially weighted trailing image. Each factor has a direct meaning. Charge at lag $k$ has failed to move at $k$ of its $N$ opportunities and has moved at the other $N-k$. One such history carries the fraction $(1-\varepsilon)^{N-k}\varepsilon^k$ of the charge, and there are $\binom{N}{k}$ ways to choose the transfers that failed.

Setting $z=1$ in (4) gives $G_N(1)=Q$, so charge is conserved. The mean well index is

$$\frac{G_N'(1)}{Q}=N(1-\varepsilon)\left[\varepsilon+(1-\varepsilon)\right]^{N-1}=N(1-\varepsilon),$$

and the mean lag is therefore $N-N(1-\varepsilon)=N\varepsilon$.

## The image at the output

Equation (5) describes the wells at one instant. A video signal is recorded differently: the output stays at a fixed place, and lagging packets are clocked further before they reach it. Let the wells be $0,\dots,N-1$, and let charge leaving well $N-1$ enter an output that is emptied completely after each reading. The leader is read at transfer $N$ and the packet at lag $k$ at transfer $N+k$.

The signal at transfer $N+k$ is the fraction $1-\varepsilon$ of what well $N-1$ held after $N+k-1$ transfers. Charge never moves backwards, so ending the register at well $N-1$ does not alter the content of that well, and (4) applies with $N+k-1$ transfers. The coefficient of $z^{N-1}$ is

$$q_{N-1}(N+k-1)=Q\binom{N+k-1}{N-1}(1-\varepsilon)^{N-1}\varepsilon^{k}.$$

Multiplication by $1-\varepsilon$, with $\binom{N+k-1}{N-1}=\binom{N+k-1}{k}$, gives

$$R_k=Q\binom{N+k-1}{k}(1-\varepsilon)^N\varepsilon^k,\qquad k=0,1,2,\dots \tag{6}$$

This is a negative binomial distribution. The last transfer must succeed, so the $k$ failures are placed among the preceding $N+k-1$ transfers. The series $\sum_k\binom{N+k-1}{k}x^k=(1-x)^{-N}$ gives

$$\sum_{k=0}^{\infty}R_kz^k=Q\left(\frac{1-\varepsilon}{1-\varepsilon z}\right)^N . \tag{7}$$

At $z=1$ the sum is $Q$. The derivative at $z=1$, divided by $Q$, is the mean lag $N\varepsilon/(1-\varepsilon)$. It exceeds the mean lag in the register because charge that has fallen behind is exposed to further transfers on its way out.

The two images have the same leader, $B_0=R_0=Q(1-\varepsilon)^N$. Their ratio at lag $k$ is

$$\frac{R_k}{B_k}=(1-\varepsilon)^k\,\frac{\binom{N+k-1}{k}}{\binom{N}{k}},\qquad k\le N. \tag{8}$$

For $k=1$ it is $1-\varepsilon$: the first trailing packet makes one more transfer and gains nothing from the leader, which has already been read. For $k=2$ it is $(1-\varepsilon)^2(N+1)/(N-1)$, which exceeds one when $N\varepsilon$ is small, because this packet collects more charge from the one ahead of it. The case $N=1$ shows the difference most plainly. After one transfer the register has no charge at lag 2, whereas the output later receives $R_2=Q(1-\varepsilon)\varepsilon^2$.

Successive output signals obey

$$\frac{R_k}{R_{k-1}}=\frac{(N+k-1)\,\varepsilon}{k}, \tag{9}$$

since $\binom{N+k-1}{k}=\binom{N+k-2}{k-1}(N+k-1)/k$. In particular $R_1/R_0=N\varepsilon$ within this model, without an expansion in $\varepsilon$.

## Small deferred charge

Let $s=N\varepsilon$. A small $\varepsilon$ does not imply a small $s$, and the two limits must be kept apart.

First let $\varepsilon\to0$ at fixed $s$ and fixed $k$. Write the binomial coefficient in (5) as

$$\binom{N}{k}=\frac{N^k}{k!}\prod_{i=0}^{k-1}\left(1-\frac{i}{N}\right),\qquad
\ln\prod_{i=0}^{k-1}\left(1-\frac{i}{N}\right)=-\frac{k(k-1)}{2N}+O(N^{-2}),$$

where $\sum_{i=0}^{k-1}i=k(k-1)/2$ was used. Since $1/N=\varepsilon/s$, the first term equals $-\varepsilon k(k-1)/(2s)$. The other factor needed is

$$(N-k)\ln(1-\varepsilon)=(N-k)\left(-\varepsilon-\tfrac12\varepsilon^2-\dots\right)
=-s+k\varepsilon-\tfrac12 s\varepsilon+O(\varepsilon^2).$$

Combining these and using $N^k\varepsilon^k=s^k$ gives

$$B_k=P_k\left\{1+\varepsilon\left[k-\frac s2-\frac{k(k-1)}{2s}\right]+O(\varepsilon^2)\right\},\qquad
P_k=Q\,e^{-s}\frac{s^k}{k!}. \tag{10}$$

For the output the product contains $1+i/N$, which reverses the sign of the $k(k-1)$ term. The power of $1-\varepsilon$ is $N$ and not $N-k$, which removes the term $k\varepsilon$:

$$R_k=P_k\left\{1+\varepsilon\left[-\frac s2+\frac{k(k-1)}{2s}\right]+O(\varepsilon^2)\right\}. \tag{11}$$

Both images thus approach the same Poisson weights $P_k$. The approximation is good at lag $k$ when $k\varepsilon$, $s\varepsilon$ and $k^2/N$ are all small. Far enough down the trail it fails.

Now let $s\ll1$ as well. To leading order the leader keeps $Q(1-s)$ and lag $k$ receives $Qs^k/k!$. Almost all the deferred charge is then in the first trailing packet, and the second is smaller than the first by the factor $s/2$.

In the opposite case, $s>1$, equation (9) gives $R_1>R_0$: the first trailing packet is larger than the leader. In general $R_k>R_{k-1}$ as long as $k(1-\varepsilon)<(N-1)\varepsilon$, so for large $s$ and small $\varepsilon$ the maximum lies near lag $s$. The image is then displaced as well as smeared.

## A full image and the flat field

Because (1) is linear, the contributions of different rows add. Let row $n$ start $n$ transfers from the output with charge $Q_n$. At transfer $t$ its contribution has lag $k=t-n$. Equation (6), with $N$ replaced by $n$ and $n+k-1=t-1$, gives the recorded signal

$$S_t=\sum_{n=1}^{t}Q_n\binom{t-1}{t-n}(1-\varepsilon)^n\varepsilon^{t-n}. \tag{12}$$

The weights depend on the distance of the row from the output, so a single convolution kernel for the whole image is an approximation. The sum contains no row beyond $t$. It can therefore be solved one row at a time, starting from the output:

$$Q_t=\frac{1}{(1-\varepsilon)^t}\left[S_t-\sum_{n=1}^{t-1}Q_n\binom{t-1}{t-n}(1-\varepsilon)^n\varepsilon^{t-n}\right]. \tag{13}$$

The prefactor multiplies the noise of the reading $S_t$ as well as its signal, and the subtracted rows add noise of their own. For equal, independent noise in all readings, $\varepsilon=10^{-4}$ and $t=2000$, the total gain is 1.25 against a prefactor of 1.22.

For a flat field let $Q_n=Q$ in rows $1$ to $N$ and zero beyond. Take one factor $1-\varepsilon$ out of (12) and put $k=t-n$. For $t\le N$,

$$S_t=Q(1-\varepsilon)\sum_{k=0}^{t-1}\binom{t-1}{k}(1-\varepsilon)^{t-1-k}\varepsilon^k=Q(1-\varepsilon), \tag{14}$$

because the sum is a complete binomial expansion of $1^{t-1}$. Every image row reads the same: what a packet loses is replaced by what the packets ahead of it left behind, apart from one factor $1-\varepsilon$ at the output. Call the signal of the last image row $I=Q(1-\varepsilon)$.

The first overscan reading is at $t=N+1$. The complete sum would now run from $k=0$ to $N$, but $k=0$ belongs to row $N+1$, which is empty. Its weight $(1-\varepsilon)^N$ is missing, so the overscan signal is

$$d=Q(1-\varepsilon)\left[1-(1-\varepsilon)^N\right]. \tag{15}$$

Dividing by $I$ and solving for $\varepsilon$ yields

$$\varepsilon=1-\left(1-\frac dI\right)^{1/N}. \tag{16}$$

The first-order estimate $d/(NI)$ follows from $1-(1-\varepsilon)^N\approx N\varepsilon$. At small $\varepsilon$ and fixed $s$ it equals $\varepsilon(1-e^{-s})/s$, which is $\varepsilon(1-s/2+\dots)$. Its relative error is governed by $s$, not by $\varepsilon$. The error comes from using the first overscan row alone. The $N$ image rows read $NQ(1-\varepsilon)$ of the total charge $NQ$, so all overscan rows together hold $NQ\varepsilon$, and their sum divided by $NI$ is $\varepsilon/(1-\varepsilon)$ for any $s$.

## A radiation-damaged silicon sensor

Take $N=2000$, $\varepsilon=10^{-4}$ and $Q=50\,000$ electrons, so that $s=0.2$ and the first transfer defers 5 electrons. The leader keeps $(1-10^{-4})^{2000}=0.8187$ of its charge, or 40 936 electrons. Equation (9) then gives the output trail:

$$R_1=0.2\times40\,936=8187,\qquad R_2=\frac{0.2001}{2}\times8187=819,\qquad R_3=\frac{0.2002}{3}\times819=55 .$$

The table gives the charge in electrons. The first two columns come from iterating (1) well by well. For lags 0 to 12 they agree with (5) and (6) to within a relative $10^{-9}$. The last column belongs to a nonlinear variant treated below.

| $k$ | register | output | Poisson | root law |
|---|---|---|---|---|
| 0 | 40936.1 | 40936.1 | 40936.5 | 40500 |
| 1 | 8188.0 | 8187.2 | 8187.3 | 6888 |
| 2 | 818.5 | 819.1 | 818.7 | 1549 |
| 3 | 54.5 | 54.7 | 54.6 | 500 |
| 4 | 2.7 | 2.7 | 2.7 | 211 |

The decimals serve to separate the three linear results; they do not express the accuracy of the model. At lag 2 the bracket in (10) is $2-0.1-5=-3.1$, which lowers the Poisson value by $3.1\times10^{-4}$ of itself, or 0.25 electron. The bracket in (11) is $-0.1+5=4.9$ and raises it by 0.40 electron. If the electron numbers are Poisson distributed, the noise is 202 electrons in the leader and 90 in the first trailing packet. For these parameters the Poisson weights are therefore sufficient for correcting a single exposure.

The choice of flat-field formula does matter. The last image row reads 49 995 electrons and the first overscan row 9063, so $d/I=0.18128$. The first-order estimate is $0.18128/2000=9.06\times10^{-5}$, which is 9.4% below the true value. Equation (16) returns $1.000\times10^{-4}$. The first-order division is also adequate if the overscan rows are summed: two rows give $0.994\times10^{-4}$ and three give $1.000\times10^{-4}$.

## Where the linear model fails

**Packet size.** If the deferred charge is held by traps, its amount depends on the volume the packet occupies. A fraction $\varepsilon$ independent of size corresponds to a volume proportional to the charge. Suppose instead that a packet $q$ leaves behind $\varepsilon\sqrt{Qq}$, limited to its whole content. This agrees with the linear rule at $q=Q$. Treating $n$ as continuous, the leader obeys

$$\frac{dq}{dn}=-\varepsilon\sqrt{Qq}\quad\Rightarrow\quad \frac{d\sqrt q}{dn}=-\frac{\varepsilon\sqrt Q}{2}\quad\Rightarrow\quad q(N)=Q\left(1-\frac s2\right)^2. \tag{17}$$

This is $0.81\,Q=40\,500$ electrons, as the nonlinear recursion also gives. The leader changes by only 1%, but the trail changes greatly: lag 1 falls by 16%, lag 2 rises by 89%, and lag 3 is about nine times larger. The retained fraction is now $\varepsilon\sqrt{Q/q}$, which grows as packets shrink, so small packets pass more of their charge backwards.

**Slow release.** Joining the next packet requires the traps to empty within one line time, here 1 ms. The release time $\tau$ follows from equilibrium, where capture balances emission: $\sigma v n(1-f)=f/\tau$. Here $\sigma$ is the capture cross-section, $v$ the thermal speed, $n$ the electron density and $f$ the trap occupation. With $n=N_c e^{-(E_c-E_F)/k_BT}$ and, ignoring trap degeneracy, $(1-f)/f=e^{(E_t-E_F)/k_BT}$, the Fermi energy $E_F$ cancels:

$$\tau=\frac{e^{(E_c-E_t)/k_BT}}{\sigma v N_c}. \tag{18}$$

Here $E_c$ is the band edge, $E_t$ the trap level and $N_c$ the effective density of states. For a trap 0.44 eV deep with $\sigma=5\times10^{-15}$ cm², both rough values, $\tau$ is about 50 µs at 273 K. The fraction still trapped after one line is $e^{-20}$, about $2\times10^{-9}$. This figure is very sensitive to the rough inputs: a depth of 0.46 eV raises it to about $2\times10^{-4}$, and $\sigma=10^{-15}$ cm² to about 2%. At 233 K, with the same line time, $\tau$ is about 1.7 ms and 55% remains trapped. Charge then skips packets, and later packets meet traps that are already partly filled. Equations (5) and (6) do not apply to such a case.

Capture is fast by comparison. For the full packet in a volume of 25 µm³ it takes about 5 ns, so the traps within that packet have ample time to fill. The time scales inversely with the electron density: 55 electrons spread over the same volume would need about 4 µs, longer than the gate time of 3 µs used below.

**Incomplete diffusion.** Charge diffusing out of a gate of length $L$, closed at one end and absorbing at the other, has the slowest mode $\cos(\pi x/2L)$. Its decay time is $4L^2/(\pi^2D)$. With $L=5$ µm and $D=23.5$ cm²/s this is 4.3 ns. A gate time of 3 µs contains about 700 such times, so free diffusion cannot account for $\varepsilon=10^{-4}$ here.

**Background and scatter.** A dark current of 0.1 nA/cm² at 300 K, scaled to 273 K with the intrinsic density, adds roughly 240 to 290 electrons (286 with the gap held at 1.12 eV, about 240 with the measured temperature dependence of the intrinsic density) to a packet that crosses the whole register of 15 µm pixels during the 2 s readout. That is more than the whole signal of the linear model at lag 3, so the background must be subtracted before the trail is read. Subtraction restores the trail only in the linear model. The root-law values above are for an empty register, and background charge alters them. With 286 dark electrons accumulating during readout, the leader lies within 0.1% of the linear value, lag 2 is 83% high and lag 3 is eight times larger. With a uniform background of 1000 electrons, lag 2 is 52% high and lag 3 about 4.5 times larger. If each deferred electron needs one trap, a column involves about $sQ=10^4$ of them. Random trap numbers then make $s$ vary by about 1% between columns. This changes $R_1\approx Qse^{-s}$ by $(1-s)\times1\%=0.8\%$, or some 65 electrons, far more than the difference between (5) and (6).

Compared with real sensors, $\varepsilon=10^{-4}$ is large. A good undamaged scientific CCD defers roughly $10^{-6}$ to $10^{-5}$ per pixel, and the value used here stands for substantial radiation damage. A temperature of 273 K is also warm for a scientific CCD; many are run much colder. In damaged devices the assumption most open to doubt is a fraction independent of packet size and of trap history. For the example, with $s=0.2$ and little background, the root law indicates the consequence: the leader is still predicted to about 1% and the first trailing packet to about 20%, but the second is wrong by a factor of about two. A correction based on (13) therefore requires that $\varepsilon$, measured at several signal levels, proves constant, that the traps empty within one line, and that the loss is not concentrated in a few wells or in one part of the register. Equation (16) does not test the last condition: a single poor well can give the same value of $\varepsilon$ at every signal level and yet a different trail. The values used in this section are listed in the numerical output.

## Computed results

```
Transfers N: 2000
Deferred fraction per transfer eps: 1.0e-04
Initial packet Q: 50000 electrons
s = N eps: 0.200
Deferred at first transfer: 5.0 electrons
Charge in electrons at lag k:
k  snapshot     output       Poisson      root-law loss
0  40936.128    40936.128    40936.538    40499.8
1  8188.044     8187.226     8187.308     6887.9
2  818.477      819.132      818.731      1548.7
3  54.516       54.663       54.582       500.2
4  2.722        2.737        2.729        210.8
Lead fraction kept: 0.818723
Total snapshot charge: 50000.000 electrons
Total output charge, lags 0-12: 50000.000 electrons
Mean lag, snapshot: 0.200000 packets
Mean lag, output: 0.200020 packets
Output ratio lag 1 / lead: 0.200000
Flat field, last image row: 49995.00 electrons
Flat field, first overscan row: 9062.97 electrons
eps from exact flat-field formula: 1.0000e-04
eps from first-order formula: 9.0639e-05
Rough silicon inputs and neglected effects:
Line time: 1.0 ms; readout: 2.0 s
Trap depth: 0.44 eV
Trap cross-section: 5.0e-15 cm2
Masses (density of states, velocity): 1.08, 0.26 m_e
Release time at 273 K: 49.7 us
Still trapped after one line at 273 K: 1.80e-09
Release time at 233 K: 1690.8 us
Still trapped after one line at 233 K: 5.54e-01
Packet volume: 25 um3
Capture time at 273 K: 4.58 ns
Gate length: 5.0 um; mobility: 1000 cm2/Vs
Diffusivity at 273 K: 23.53 cm2/s
Diffusion decay time: 4.31 ns
Time per gate: 3.0 us
Time per gate / decay time: 697
Pixel: 15 um; silicon gap: 1.12 eV
Dark current at 300 K: 0.10 nA/cm2
Dark charge in readout at 273 K: 286 electrons
Poisson noise of output lead: 202 electrons
Poisson noise of output lag 1: 90 electrons
Column scatter of s from trap numbers: 1.0 %
```
